\section*{Relaxation-Oscillation Frequency of a Semiconductor Laser from Linearised Rate Equations}

\section{The decision that needs a frequency}

Suppose a calculation contains a directly modulated laser, and the modulation frequency is 1~GHz. May the light output be taken from the static light--current curve at each instant, or must the carriers and photons be integrated in time? If the laser is weakly damped and the current stays well above threshold throughout the cycle, the static curve is adequate when the modulation is slow compared with the laser's own oscillation, in which excess carriers build up the optical field and the stronger field then depletes the carriers. That oscillation has angular frequency $\omega_R$, and for the simplest single-mode laser
\begin{equation}
\omega_R^2=\frac{v_g a S}{\tau_p}.
\label{eq:main}
\end{equation}
Here $v_g$ is the group velocity, $a$ the differential gain, $S$ the steady photon density and $\tau_p$ the photon lifetime. Below, this law is derived, corrected for gain compression and spontaneous emission, and used to answer the question for one set of parameters. Laboratory units are used, since atomic units are unnatural for a device. Ordinary frequencies are $f=\omega/2\pi$.

\section{The balance equations}

Let $N$ be the carrier density in the active volume $V$. The mode is larger than the active region: its effective volume is $V/\Gamma$, where $\Gamma$ is the confinement factor. I define $S$ as the photon number divided by this mode volume. The material gain $g$ is a gain per length, so $v_g g$ is a gain per time.

Stimulated emission removes $v_g gS$ carriers per unit active volume and time, hence $v_g gSV$ carriers per time. Each gives one photon. Dividing by $V/\Gamma$ gives the photon-density source $\Gamma v_g gS$. Therefore
\begin{align}
\dot N&=\frac{\eta I}{qV}-R(N)-v_g gS,\label{eq:N}\\
\dot S&=\Gamma v_g gS-\frac{S}{\tau_p}+\Gamma R_{\rm sp}(N).\label{eq:S}
\end{align}
The current is $I$, the elementary charge $q$ and the injection efficiency $\eta$. $R(N)$ is the recombination rate apart from stimulated emission, and $R_{\rm sp}$ is the part of it that emits into the lasing mode.

The model assumes one mode, constant temperature, uniform densities, constant $v_g$, $\Gamma$ and $\tau_p$, a gain that responds instantaneously, and no delay in carrier transport. The optical phase is absent because it does not act back on $N$ or $S$ here.

\section{First case: the undamped oscillation}

Begin with $g=g(N)$ and $R_{\rm sp}=0$. In a lasing steady state $S\neq0$, so dividing the photon equation by $S$ gives
\begin{equation}
\Gamma v_g g=\frac1{\tau_p}.
\label{eq:threshold}
\end{equation}
This fixes $N$ at a value $N_{\rm th}$ that does not depend on the current.

Write $N\to N+\delta N$ and $S\to S+\delta S$, with $a=dg/dN$ at the steady state. To first order,
\begin{equation}
\delta(gS)=aS\,\delta N+g\,\delta S .
\end{equation}
The neglected product $a\,\delta N\,\delta S$ is small beside $aS\,\delta N$ when $|\delta S|\ll S$. The change in $N$ must also be small enough for $g(N)$ to be replaced by its tangent.

In the photon equation, the two terms proportional to $\delta S$ cancel by \eqref{eq:threshold}:
\begin{equation}
\dot{\delta S}=\Gamma v_gaS\,\delta N+\left(\Gamma v_gg-\frac1{\tau_p}\right)\delta S
=\Gamma v_gaS\,\delta N .
\label{eq:dS}
\end{equation}
In the carrier equation, keep for the moment only the loss caused by extra photons. Since $v_gg=1/(\Gamma\tau_p)$,
\begin{equation}
\dot{\delta N}\simeq-\frac{\delta S}{\Gamma\tau_p}.
\end{equation}
Differentiate \eqref{eq:dS} and insert this result:
\begin{equation}
\ddot{\delta S}=\Gamma v_gaS\left(-\frac{\delta S}{\Gamma\tau_p}\right)
=-\frac{v_gaS}{\tau_p}\,\delta S .
\end{equation}
This is a harmonic oscillator with the frequency \eqref{eq:main}. The factor $\Gamma$ from photon production cancels the $1/\Gamma$ from the threshold gain. Had photons been counted per active volume, with density $S_a=S/\Gamma$, the same law would read $\omega_R^2=\Gamma v_gaS_a/\tau_p$.

The mechanism can be read from the two equations. Extra carriers make the photon density grow; extra photons then consume carriers; when the carriers fall below their steady value, the photons decay. With the stimulated lifetime $\tau_{\rm st}=1/(v_gaS)$,
\begin{equation}
\omega_R=\frac1{\sqrt{\tau_{\rm st}\tau_p}} .
\end{equation}
As a limit, let $S\to0$: the frequency vanishes as $\sqrt S$, because a vanishing field no longer depletes the carriers: its fractional growth rate under extra gain, $\Gamma v_ga\,\delta N$, does not depend on $S$, but the carrier loss caused by a given fractional photon excess is proportional to $S$. This limit leaves the range of the undamped equation, so damping must be restored before the conclusion is trusted.

\section{Second case: carrier damping}

The omitted carrier terms are the change in recombination and the change in stimulated emission caused by $\delta N$. With $1/\tau=dR/dN$,
\begin{equation}
\dot{\delta N}=-\left(\frac1\tau+v_gaS\right)\delta N-\frac{\delta S}{\Gamma\tau_p}.
\end{equation}
Try $\delta N,\delta S\propto e^{\lambda t}$. Equation \eqref{eq:dS} gives $\delta N=\lambda\,\delta S/(\Gamma v_gaS)$. Substitution and multiplication by $\Gamma v_gaS$ yield
\begin{equation}
\lambda^2+\gamma\lambda+\omega_R^2=0,\qquad
\gamma=\frac1\tau+v_gaS,
\label{eq:char}
\end{equation}
with $\omega_R^2$ still equal to $v_gaS/\tau_p$. Within this model, damping leaves the product of the roots unchanged, but it does shift the observed ringing:
\begin{equation}
\lambda=-\frac\gamma2\pm i\Omega,\qquad
\Omega^2=\omega_R^2-\frac{\gamma^2}{4}.
\label{eq:ring}
\end{equation}
The amplitude decays as $e^{-\gamma t/2}$.

The phase follows from $\delta N/\delta S=\lambda/(\Gamma v_gaS)$. For the root with positive imaginary part, $|\lambda|=\omega_R$ and the real part is $-\gamma/2$, so the carriers lead the photons by $90^\circ+\arcsin(\gamma/2\omega_R)$.

\subsection{When there is no ringing}

Put $x=v_gaS$. Ringing requires $\gamma^2<4\omega_R^2$, or
\begin{equation}
\left(\frac1\tau+x\right)^2<\frac{4x}{\tau_p}
\;\Longleftrightarrow\;
x^2+\left(\frac2\tau-\frac4{\tau_p}\right)x+\frac1{\tau^2}<0 .
\end{equation}
The roots of the quadratic are
\begin{align}
x_\pm&=\frac2{\tau_p}-\frac1\tau\pm
\sqrt{\left(\frac2{\tau_p}-\frac1\tau\right)^2-\frac1{\tau^2}}\nonumber\\
&=\frac1{\tau_p}\left[2-\frac{\tau_p}{\tau}\pm2\sqrt{1-\frac{\tau_p}{\tau}}\right]
=\frac1{\tau_p}\left(1\pm\sqrt{1-\frac{\tau_p}{\tau}}\right)^2 .
\label{eq:edges}
\end{align}
For $\tau>\tau_p$ the laser rings when $x_-<v_gaS<x_+$. If $\tau_p\ll\tau$, the edges are approximately $\tau_p/(4\tau^2)$ and $4/\tau_p$.

Both sides have a simple limit. For $x\ll x_-$, the roots approach $-1/\tau$ and $-x\tau/\tau_p$: carriers recombine first, and the weak field adjusts slowly. For $x\gg x_+$, they approach $-x$ and $-1/\tau_p$: stimulated emission restores the carriers at once, and the photon excess leaves at the cavity rate. The naive limit $S\to0$ above is thus an overdamped one.

\section{What the photon lifetime does at a given current}

Equation \eqref{eq:main} suggests that a shorter photon lifetime makes a faster laser. That reading holds $S$ and $a$ fixed, whereas a change of cavity at a given current alters $S$ and can alter $a$. In the steady carrier equation, $v_ggS=S/(\Gamma\tau_p)$, so
\begin{equation}
\frac{\eta I}{qV}=R(N_{\rm th})+\frac{S}{\Gamma\tau_p},\qquad
S=\Gamma\tau_p\frac{\eta(I-I_{\rm th})}{qV},
\end{equation}
where $I_{\rm th}=qVR(N_{\rm th})/\eta$. Insertion into \eqref{eq:main} gives
\begin{equation}
\omega_R^2=\Gamma v_ga\,\frac{\eta(I-I_{\rm th})}{qV}.
\label{eq:current}
\end{equation}
At equal excess current, equal $a$ and equal $\Gamma/V$, $\tau_p$ drops out: a shorter lifetime raises $\omega_R$ at fixed $S$, but the cavity then stores proportionally fewer photons.

If the slope of the gain falls as carriers are added, $a$ changes as well. Take $g=g_0\ln(N/N_{\rm tr})$, with transparency density $N_{\rm tr}$, and define $y=g_{\rm th}/g_0=1/(\Gamma v_g\tau_pg_0)$. Then
\begin{equation}
N_{\rm th}=N_{\rm tr}e^y,\qquad a=\frac{g_0}{N_{\rm th}}=\frac{g_0}{N_{\rm tr}}e^{-y}.
\end{equation}
At fixed excess current, $\Gamma$ and $V$, $\omega_R^2\propto e^{-y}$ and decreases when $\tau_p$ is shortened. At fixed $S$, $\omega_R^2\propto a/\tau_p\propto ye^{-y}$, which has its maximum at $y=1$. Even at fixed photon density, shortening the lifetime stops raising $\omega_R$ once the threshold gain reaches $g_0$. These statements concern $\omega_R$, not the modulation bandwidth, which also depends on the damping: in the full model used below, at 100~mA excess current, reducing $\tau_p$ from 8 to 4~ps lowers $f_R$ from 14.3 to 13.6~GHz but raises the 3~dB bandwidth from 17.8 to 19.1~GHz.

\section{Third case: compression and spontaneous emission}

Now let the gain depend on $S$ too, with $a=\partial g/\partial N$ and $a_p=-\partial g/\partial S$ at the operating point, and retain $R_{\rm sp}$. The steady photon equation becomes
\begin{equation}
\Gamma v_gg=\frac1{\tau_p}-\frac{\Gamma R_{\rm sp}}S .
\label{eq:steadyfull}
\end{equation}
The gain no longer balances the whole loss; spontaneous emission supplies the rest.

Since $\delta(gS)=aS\,\delta N+(g-a_pS)\delta S$, the linear equations with a current change $\delta I$ are
\begin{align}
\dot{\delta N}&=-\gamma_{NN}\delta N-\gamma_{NP}\delta S+\frac{\eta\,\delta I}{qV},\\
\dot{\delta S}&=\gamma_{PN}\delta N-\gamma_{PP}\delta S .
\end{align}
Use the abbreviations $x=v_gaS$, $Y=\Gamma v_ga_pS$ and $Z=\Gamma R_{\rm sp}/S$, and let $R'_{\rm sp}=dR_{\rm sp}/dN$. The coefficients are
\begin{align}
\gamma_{NN}&=\frac1\tau+x, & \gamma_{NP}&=v_g(g-a_pS),\\
\gamma_{PN}&=\Gamma(x+R'_{\rm sp}), & \gamma_{PP}&=Y+Z .
\end{align}
The last one comes from $1/\tau_p-\Gamma v_gg+Y$ and \eqref{eq:steadyfull}. For $\delta I=0$, eliminating $\delta N$ gives $(\lambda+\gamma_{NN})(\lambda+\gamma_{PP})+\gamma_{NP}\gamma_{PN}=0$. Hence
\begin{equation}
\gamma=\frac1\tau+x+Y+Z,\qquad
\omega_R^2=\gamma_{NN}\gamma_{PP}+\gamma_{NP}\gamma_{PN}.
\end{equation}
By \eqref{eq:steadyfull}, $\Gamma\gamma_{NP}=1/\tau_p-Z-Y$. Therefore
\begin{align}
\omega_R^2&=\left(\frac1\tau+x\right)(Y+Z)
+\left(\frac1{\tau_p}-Y-Z\right)(x+R'_{\rm sp})\nonumber\\
&=\frac{v_gaS}{\tau_p}+\frac{Y+Z}{\tau}
+R'_{\rm sp}\left(\frac1{\tau_p}-Y-Z\right).
\label{eq:full}
\end{align}
The terms $x(Y+Z)$ cancel. Equation \eqref{eq:full} is the full linear result of this model, and its first term has the original form, with $a$ and $S$ taken at the actual operating point.

Two limits check it. Setting $Y=Z=R'_{\rm sp}=0$ restores \eqref{eq:main}. Far below threshold $S$ is so small that $x$ and $Y$ are negligible; if $R'_{\rm sp}$ is negligible too, then $\omega_R^2=Z/\tau$ and $\gamma=1/\tau+Z$. The roots are $-1/\tau$ and $-Z$, two independent decays. A positive $\omega_R^2$ is therefore no proof of ringing; $\gamma$ has to be compared with it.

\section{Response to a modulated current}

For $\delta I\propto e^{i\omega t}$, the photon equation gives $\delta N=(i\omega+\gamma_{PP})\delta S/\gamma_{PN}$. Inserting this in the carrier equation yields
\begin{equation}
\delta S=\frac{\gamma_{PN}\,\eta\,\delta I/(qV)}{\omega_R^2-\omega^2+i\gamma\omega}.
\end{equation}
The squared modulus of the denominator is $D=(\omega_R^2-\omega^2)^2+\gamma^2\omega^2$. Setting its derivative with respect to $\omega^2$ to zero gives the peak,
\begin{equation}
\omega_{\rm pk}^2=\omega_R^2-\frac{\gamma^2}{2},
\label{eq:peak}
\end{equation}
provided the right side is positive. There $D=\gamma^4/4+\gamma^2(\omega_R^2-\gamma^2/2)=\gamma^2\Omega^2$, so the peak exceeds the static response by the factor $\omega_R^2/(\gamma\Omega)$. A frequency read from a response peak, one read from a transient and $\omega_R$ itself are three different quantities, which merge for weak damping.

For slow modulation, expansion of $\omega_R^2/\sqrt D$ gives
\begin{equation}
\left|\frac{\delta S(\omega)}{\delta S(0)}\right|\simeq
1+\frac{\omega^2}{\omega_R^2}\left(1-\frac{\gamma^2}{2\omega_R^2}\right),
\label{eq:slow}
\end{equation}
and a phase lag of about $\gamma\omega/\omega_R^2$. These are the leading errors of the static curve for small signals.

\section{Numbers}

The parameters are round model values, not those of a particular material. The gain is $g=g_0\ln(N/N_{\rm tr})/(1+\epsilon S)$, with $g_0=1500$~cm$^{-1}$ and $N_{\rm tr}=2\times10^{18}$~cm$^{-3}$. Recombination is $R=AN+BN^2+CN^3$, and $R_{\rm sp}=\beta BN^2$. I take $\Gamma=0.05$, $\tau_p=2$~ps and $S=10^{15}$~cm$^{-3}$; the remaining inputs are in the numerical output.

\subsection{Ideal model}

With $\epsilon=\beta=0$, the steady state has $a=3.081\times10^{-16}$~cm$^2$. The group velocity is $7.495\times10^9$~cm/s, so
\begin{equation}
v_gaS=2.309~{\rm ns}^{-1},\qquad
\omega_R=\sqrt{2.309\times500}~{\rm ns}^{-1}=33.98~{\rm ns}^{-1},
\end{equation}
or $f_R=5.41$~GHz. The carrier lifetime of 560~ps contributes $1.784$~ns$^{-1}$ to the damping, giving $\gamma=4.09$~ns$^{-1}$. Equation \eqref{eq:ring} then lowers the ringing frequency by only 0.2\%, to 5.40~GHz. The carriers lead the photons by $93.5^\circ$, close to the quarter cycle of the undamped oscillation.

The ringing range is $6.9\times10^{11}$ to $8.6\times10^{17}$~cm$^{-3}$. Neither edge should be read as a device prediction: the upper one lies where compression cannot be ignored, and the lower one where spontaneous emission matters. With $\epsilon=1.5\times10^{-17}$~cm$^3$ and $\beta=10^{-4}$, the lower edge moves to $2.3\times10^{12}$~cm$^{-3}$. There $Z$ is roughly 5~ns$^{-1}$, larger than $1/\tau$.

\subsection{Full model}

At $S=10^{15}$~cm$^{-3}$, the full model gives $f_R=5.36$~GHz; the leading term alone gives 5.33~GHz, which is 0.6\% below it. The damping changes far more, to $\gamma=11.46$~ns$^{-1}$. Of this, $1/\tau+v_gaS$ supplies 4.06~ns$^{-1}$ and $Y+Z$ the other 7.40~ns$^{-1}$, nearly all from compression. The ringing is at 5.29~GHz and the response peak at 5.21~GHz, where the response is 2.98 times its static value.

As a test, the nonlinear equations were integrated after a carrier displacement of one part in a million. For both models the period agreed with \eqref{eq:ring} within 0.1\% and the damping with $\gamma$ within 0.2\%. The general formula \eqref{eq:full} was also tested against derivatives of the nonlinear rates in a case where each correction exceeds 2\% of the leading term.

Three photon densities show the trend:
\begin{center}
\begin{tabular}{cccc}
$S$ (cm$^{-3}$) & ideal $f_R$ (GHz) & full $f_R$ (GHz) & full $\gamma$ (ns$^{-1}$)\\
$2.5\times10^{14}$ & 2.704 & 2.711 & 4.28\\
$1.0\times10^{15}$ & 5.408 & 5.365 & 11.46\\
$4.0\times10^{15}$ & 10.817 & 10.296 & 38.49
\end{tabular}
\end{center}
The ideal frequency doubles when $S$ is quadrupled. The full one starts slightly above it and ends below. Two effects compete. For small $\epsilon S$, compression raises $N$ and reduces the slope, so $a$ changes by the fraction $-\epsilon S(1+y)$, with $y=0.89$. The term $Y/\tau$ adds the fraction $\epsilon/(v_ga\tau)\simeq1.2\%$ to $\omega_R^2$, independent of $S$ at this order. At the lowest density the reduction is 0.7\% and the addition wins; at higher density the reduction wins.

\subsection{A shorter photon lifetime}

In the ideal model, reduce $\tau_p$ from 2 to 1.5~ps at the same excess current of 20.0~mA and the same $V$ and $\Gamma$, as by lowering the mirror reflectivity. The threshold current rises from 8.0 to 15.5~mA, and $a$ falls to $2.291\times10^{-16}$~cm$^2$. By \eqref{eq:current} the frequency ratio is $\sqrt{2.291/3.081}=0.862$, and $f_R$ drops from 5.41 to 4.66~GHz. If the same $\tau_p$ is reached by shortening the cavity, $V$ shrinks as well: with an internal loss of 10~cm$^{-1}$ it falls to 0.72 of its value, and $f_R$ at the same excess current rises to 5.50~GHz. For a gain linear in $N$, with constant slope, even halving $\tau_p$ at the same excess current leaves $f_R$ at 5.34~GHz.

\subsection{The decision}

For 1~GHz modulation of the full model at $S=10^{15}$~cm$^{-3}$, $\omega^2/\omega_R^2=(1/5.36)^2=0.035$, and the bracket in \eqref{eq:slow} is 0.94. The static curve therefore misses an amplitude increase of about 3\% and a phase lag of about $11.46\times6.28/33.71^2=0.063$~rad, or $3.6^\circ$; the unexpanded linear response gives 3.4\% and $3.8^\circ$. If those errors are acceptable, the static curve suffices for small signals, provided it is the curve at the fixed temperature of the operating point. Small here means that the current stays well above threshold. For a 1~GHz sinusoid whose amplitude is 20\%, 50\% or 80\% of the excess current, the largest deviation from the static curve is about 0.08, 0.12 or 0.46 of the static half-swing, and about twice that half-swing when the current touches threshold. The current $I$ is the one that reaches the active region; electrical parasitics are outside the model. A curve measured with a steady current includes self-heating, and the temperature does not follow a 1~GHz modulation. Near 5~GHz the static curve would miss a threefold enhancement; for small signals the linear response formula supplies it, and for large ones the rate equations must be integrated. They must also be integrated for a sudden large current step: the static curve contains no transient, and the linear formulas above do not describe one in which $S$ moves far from its steady value.

\section*{Numbers as computed}
\begin{verbatim}
group index 4.0; group velocity 7.4948e+09 cm/s
active volume 1.0e-11 cm^3; injection efficiency 0.8
gain constant 1500 cm^-1; transparency density 2.0e+18 cm^-3
recombination A 1e+08 s^-1, B 1e-10 cm^3/s, C 1e-29 cm^6/s
confinement factor 0.05
photon lifetime 2.0 ps
full model: compression 1.5e-17 cm^3, beta 1e-04
photon density 1.0e+15 cm^-3
ideal: N 4.8678e+18 cm^-3, gain 1334.3 cm^-1
ideal: differential gain 3.0814e-16 cm^2, current 28.058 mA
ideal: carrier lifetime 560.4 ps
ideal: stimulated lifetime 433.0 ps
ideal: w_R 33.982 rad/ns, f_R 5.4083 GHz
ideal: f from leading term 5.4083 GHz
ideal: damping gamma 4.0939 ns^-1, transient 4.0939 ns^-1
ideal: ringing formula 5.3985 GHz, transient 5.3985 GHz
full: N 4.9331e+18 cm^-3, gain 1334.2 cm^-1
full: differential gain 2.9957e-16 cm^2, current 28.293 mA
full: carrier lifetime 550.5 ps
full: stimulated lifetime 445.4 ps
full: w_R 33.706 rad/ns, f_R 5.3645 GHz
full: f from leading term 5.3326 GHz
full: damping gamma 11.4631 ns^-1, transient 11.4631 ns^-1
full: ringing formula 5.2864 GHz, transient 5.2864 GHz
full: corrections to w_R^2 / leading term: damping product 1.198e-02, spontaneous slope 4.329e-05
ideal: carriers lead photons by 93.45 degrees
ideal ringing range: S 6.906e+11 to 8.644e+17 cm^-3
full model lower ringing edge: S 2.308e+12 cm^-3
full: response peak 5.2071 GHz, formula 5.2071 GHz
full: peak height over zero-frequency response 2.984
S 2.5e+14 cm^-3: f_R ideal 2.704, full 2.711 GHz; full gamma 4.28 ns^-1
S 1.0e+15 cm^-3: f_R ideal 5.408, full 5.365 GHz; full gamma 11.46 ns^-1
S 4.0e+15 cm^-3: f_R ideal 10.817, full 10.296 GHz; full gamma 38.49 ns^-1
tau_p 2.0 ps: threshold 8.031 mA, excess 20.027 mA, S 1.00e+15 cm^-3
tau_p 2.0 ps: N 4.8678e+18 cm^-3, a 3.0814e-16 cm^2, f_R 5.4083 GHz
tau_p 1.5 ps: threshold 15.521 mA, excess 20.027 mA, S 7.50e+14 cm^-3
tau_p 1.5 ps: N 6.5480e+18 cm^-3, a 2.2908e-16 cm^2, f_R 4.6631 GHz
linear gain, slope 3.0e-16 cm^2: f_R 5.3364 GHz at tau_p 2 ps
linear gain, same excess current: f_R 5.3364 GHz at tau_p 1 ps
\end{verbatim}
